# Asymptotic Amplitudes of Energy-Normalized Dirac-Coulomb Continuum Waves, part 1

(Sections cited here and not found follow in the second part.)

## First half: the wave far from the nucleus

Outward integration of the radial Dirac equation gives a continuum orbital whose overall scale is arbitrary. Before that orbital enters a photoionization or Auger matrix element, one must decide by what factor to multiply it. A transition rate per unit energy needs a final state normalized per unit energy, and a wrong factor enters the rate squared. The theorem below gives the factor in terms of quantities that can be read off at large radius.

### Setting and conventions

Hartree atomic units are used, with \(\hbar=m=e=1\). The energy \(E\) includes the rest energy \(c^2\). The potential is \(V(r)=-Z/r\), and the four-component orbital is

\[
\psi=\frac1r\begin{pmatrix}P(r)\,\chi_{\kappa m}\\ iQ(r)\,\chi_{-\kappa m}\end{pmatrix},
\]

with normalized spin-angle functions \(\chi\). Its density integrated over angles is therefore \(P^2+Q^2\) per unit radius. The starting point is the radial Dirac equation in this phase convention,

\[
P'=-\frac{\kappa}{r}P+\frac{E-V+c^2}{c}\,Q,\qquad
Q'=\frac{\kappa}{r}Q-\frac{E-V-c^2}{c}\,P, \tag{1}
\]

where a prime on a radial function means \(d/dr\), and \(\kappa\) is a nonzero integer.

The assumptions are \(E>c^2\) and \(\kappa^2>Z^2/c^2\). Define

\[
p=\frac{\sqrt{E^2-c^4}}{c},\qquad \nu=\frac{ZE}{c^2p},\qquad
s=\sqrt{\frac{E+c^2}{E-c^2}} .
\]

Near the origin, try \(P\simeq a_0r^\gamma\), \(Q\simeq b_0r^\gamma\). The most singular terms of (1) give

\[
(\gamma+\kappa)a_0-\frac Zc\,b_0=0,\qquad \frac Zc\,a_0+(\gamma-\kappa)b_0=0 .
\]

A nonzero solution requires \(\gamma^2=\kappa^2-Z^2/c^2\). The regular solution is the one with \(\gamma=+\sqrt{\kappa^2-Z^2/c^2}>0\). Its higher coefficients, those of \(r^{\gamma+n}\), follow from

\[
(\gamma+n+\kappa)a_n-\frac Zc b_n=\frac{E+c^2}{c}b_{n-1},\qquad
\frac Zc a_n+(\gamma+n-\kappa)b_n=-\frac{E-c^2}{c}a_{n-1}.
\]

The determinant is \((\gamma+n)^2-\gamma^2=n(n+2\gamma)\), which is positive, so the recursion never breaks down. If \(a_0,b_0\) are chosen independent of \(E\), each coefficient is a polynomial in \(E\). The inverse matrix falls as \(1/n\), so the series converges, and the regular solution is a smooth function of \(E\) at each fixed \(r\).

### Theorem

Let the regular real solutions be normalized by

\[
\int_0^\infty\left(P_EP_{E'}+Q_EQ_{E'}\right)dr=\delta(E-E'). \tag{2}
\]

Then, up to a common sign, as \(r\to\infty\),

\[
P\to A\cos\theta,\qquad Q\to-B\sin\theta,\qquad \theta=pr+\nu\ln(2pr)+\delta(E), \tag{3}
\]

\[
A=\sqrt{\frac{E+c^2}{\pi c^2p}},\qquad B=\sqrt{\frac{E-c^2}{\pi c^2p}} . \tag{4}
\]

Because \(-\sin\theta=\cos(\theta+\pi/2)\), \(Q\) leads \(P\) by a quarter period: each maximum of \(Q\) lies about \(\pi/(2p)\) nearer the origin than the corresponding maximum of \(P\).

Two different causes are at work. The differential equation alone fixes the ratio \(B/A\) and the quarter-period shift. Normalization then fixes the one remaining number, the common scale. Equation (2) is an equation between distributions: the integral is cut off at \(R\), multiplied by a test function of \(E'\), integrated over \(E'\), and only then is \(R\) sent to infinity.

### Lemma 1: the ratio without the potential

Drop \(V\) and \(\kappa/r\) from (1). Then

\[
P'=\frac{E+c^2}{c}Q,\qquad Q'=-\frac{E-c^2}{c}P .
\]

If \(P=A\cos\theta\) with \(\theta'=p\), the first equation gives

\[
Q=\frac{c}{E+c^2}\,(-pA\sin\theta)=-B\sin\theta,\qquad \frac BA=\frac{cp}{E+c^2}.
\]

Since \(cp=\sqrt{(E+c^2)(E-c^2)}\), this ratio is \(\sqrt{(E-c^2)/(E+c^2)}=1/s\). The second equation is also satisfied: its left side is \(-Bp\cos\theta\), its right side is \(-(E-c^2)A\cos\theta/c\), and \(Bp=Acp^2/(E+c^2)=A(E-c^2)/c\).

This argument is incomplete for a Coulomb field. The neglected terms fall only as \(1/r\), and the integral of \(1/r\) diverges, so they could in principle change the amplitudes without limit. The next two lemmas show that they do not.

### Lemma 2: exact equations for amplitude and phase

For any nonzero real solution define \(a(r)>0\) and \(\theta(r)\) by

\[
P=\sqrt s\,a\cos\theta,\qquad Q=-\frac{a}{\sqrt s}\sin\theta . \tag{5}
\]

This is possible at every \(r>0\), because \(P\) and \(Q\) cannot vanish together: a solution of a linear first-order system that is zero at one point is zero everywhere. Then

\[
\frac{a'}{a}=-\frac{\kappa}{r}\cos2\theta+\frac{Z}{pr}\sin2\theta, \tag{6}
\]

\[
\theta'=p+\frac{g(\theta)}{r},\qquad g=\nu+\kappa\sin2\theta+\frac Zp\cos2\theta . \tag{7}
\]

*Proof.* Let \(x=P/\sqrt s=a\cos\theta\) and \(y=-\sqrt s\,Q=a\sin\theta\). The definition of \(s\) gives

\[
s=\frac{E+c^2}{cp},\quad \frac1s=\frac{E-c^2}{cp},\quad
s+\frac1s=\frac{2E}{cp},\quad s-\frac1s=\frac{2c}{p}. \tag{8}
\]

Insert \(Q=-y/\sqrt s\) in the first equation of (1) and \(P=\sqrt s\,x\) in the second:

\[
x'=-\frac\kappa r x-\left(p-\frac{V}{cs}\right)y,\qquad
y'=\frac\kappa r y+\left(p-\frac{sV}{c}\right)x .
\]

Here \((E+c^2)/(cs)=p\) and \(s(E-c^2)/c=p\) were used. From \(a^2=x^2+y^2\),

\[
aa'=xx'+yy'=-\frac\kappa r(x^2-y^2)-\frac Vc\left(s-\frac1s\right)xy .
\]

The terms in \(p\) have cancelled. With \(x^2-y^2=a^2\cos2\theta\), \(xy=\tfrac12a^2\sin2\theta\) and (8), division by \(a^2\) gives \(a'/a=-(\kappa/r)\cos2\theta-(V/p)\sin2\theta\). Setting \(V=-Z/r\) gives (6).

For the phase, \(a^2\theta'=xy'-yx'\), so

\[
\theta'=p+\frac\kappa r\sin2\theta-\frac Vc\left(s\cos^2\theta+\frac{\sin^2\theta}{s}\right).
\]

The last bracket equals \(\tfrac12(s+1/s)+\tfrac12(s-1/s)\cos2\theta=E/(cp)+(c/p)\cos2\theta\). Hence the potential contributes \(-VE/(c^2p)-(V/p)\cos2\theta\), which for \(V=-Z/r\) gives (7). ∎

The amplitude equation contains only oscillating terms. The phase equation has one term that does not oscillate, \(\nu/r\), and this term produces the logarithm.

### Lemma 3: the amplitude converges

As \(r\to\infty\),

\[
a(r)=a_\infty+O(1/r),\qquad \theta(r)=pr+\nu\ln(2pr)+\delta+O(1/r), \tag{9}
\]

with error constants that can be chosen uniformly on any closed bounded energy interval above \(c^2\).

*Proof.* Consider

\[
I(r)=\int_r^\infty\frac{e^{2i\theta(\rho)}}{\rho}\,d\rho .
\]

By (7), \(p=\theta'-g/\rho\). Replace \(e^{2i\theta}\) by \((\theta'-g/\rho)e^{2i\theta}/p\) and integrate the term with \(\theta'\) by parts:

\[
I(r)=\frac{i\,e^{2i\theta(r)}}{2pr}+\frac1p\int_r^\infty\left(\frac1{2i}-g\right)\frac{e^{2i\theta}}{\rho^2}\,d\rho . \tag{10}
\]

The boundary term is \(-e^{2i\theta}/(2ipr)\), which is the first term of (10). Since \(|g|\le G=|\nu|+|\kappa|+|Z|/p\), the integral converges and \(|I(r)|\le(1+G)/(pr)\). The right side of (6) is a combination of the real and imaginary parts of \(e^{2i\theta}/r\), so \(\ln a\) has a finite limit, approached as \(1/r\). By (7), the derivative of \(\theta-pr-\nu\ln(2pr)\) is \((\kappa\sin2\theta+(Z/p)\cos2\theta)/r\), of the same type. Its limit is called \(\delta\). The constants depend continuously on \(E\), which gives the uniformity. ∎

Together with (5), this proves the shape (3) with \(A=\sqrt s\,a_\infty\) and \(B=a_\infty/\sqrt s\). Their ratio is \(s\), as in Lemma 1, whatever the values of \(Z\) and \(\kappa\). What remains for normalization is the value of \(a_\infty\).

### Lemma 4: the first correction

At finite radius,

\[
\ln\frac{a(r)}{a_\infty}=-\frac{\kappa\sin2\theta}{2pr}-\frac{Z\cos2\theta}{2p^2r}+O(1/r^2). \tag{11}
\]

*Proof.* In (10), write

\[
g\,e^{2i\theta}=\nu e^{2i\theta}+\frac{\kappa}{2i}\left(e^{4i\theta}-1\right)+\frac{Z}{2p}\left(e^{4i\theta}+1\right).
\]

The constant part is \(Z/(2p)+i\kappa/2\). The parts with \(e^{2i\theta}\) and \(e^{4i\theta}\), divided by \(\rho^2\), integrate to \(O(1/r^2)\) by the same integration by parts. Therefore

\[
I(r)=\frac{i\,e^{2i\theta}}{2pr}-\frac{1}{2pr}\left(\frac Zp+i\kappa\right)+O(1/r^2).
\]

Integrating (6) from \(r\) to infinity gives \(\ln(a/a_\infty)=\kappa\,\mathrm{Re}\,I-(Z/p)\,\mathrm{Im}\,I\). The non-oscillating parts are \(-\kappa Z/(2p^2r)\) from the first term and \(+\kappa Z/(2p^2r)\) from the second. They cancel, and the rest is (11). ∎

### Remark: reading the scale from a computed orbital

At a large radius compute

\[
a^2=\frac{P^2}{s}+sQ^2,\qquad \sin2\theta=-\frac{2PQ}{a^2},\qquad \cos2\theta=\frac{P^2/s-sQ^2}{a^2},
\]

and remove the correction (11) to obtain \(a_\infty\). No search for maxima is needed, and the remaining relative error falls as \(1/r^2\). The first-order correction is at most \(\sqrt{\kappa^2+Z^2/p^2}/(2pr)\) in size. For an attractive field near threshold, the term \(Z/(2p^2r)\) demands \(r\gg Z/p^2\), so the matching radius must grow as the electron becomes slower. This condition is not sufficient alone: the term \(\kappa/(2pr)\) also demands \(pr\gg|\kappa|\), which is the stricter requirement when \(|\kappa|\) exceeds \(Z/p\).

### Remark: the approach in numbers

Take \(Z=50\), \(\kappa=-1\) and \(E=1.25c^2\) as model parameters. Then \(p=0.75c=102.777\), \(Z/p=0.4865\) and \(\nu=0.6081\). At \(r=400/c=2.919\) bohr, \(pr=300\), and the first-order correction can reach

\[
\frac{\sqrt{1+0.4865^2}}{2\times300}=0.0019 .
\]

The integrated solution has \(a/a_\infty=1.0018\) there. For \(pr\) between 15 and 150, the difference between \(\ln(a/a_\infty)\) and its first-order form, multiplied by \((pr)^2\), stays at or below 0.65 on the radial grid. This agrees with a remainder of order \(1/r^2\).

The quarter period has a finite-radius correction too. From a zero of \(P\) to the next zero of \(Q\), \(2\theta\) runs from \(\pi\) to \(2\pi\), modulo \(2\pi\). Over this interval the mean of \(\sin2\theta\) is \(-2/\pi\) and the mean of \(\cos2\theta\) is zero. To first order in \(1/r\), (7) gives the spacing

\[
\Delta r\simeq\frac{\pi}{2p}\left[1-\frac{\nu-2\kappa/\pi}{pr}\right].
\]

Near \(r=2.84\) bohr, \(pr=292\), and the correction is \((0.608+0.637)/292=0.0043\). The limiting value \(\pi/(2p)=0.015284\) bohr is thus reduced to 0.015218 bohr. The spacing found in the integrated solution is 0.015219 bohr. The neglected terms, of relative order \(1/(pr)^2\sim10^{-5}\), are large enough to change the rounding of the last digit.

## Second half: the scale fixed by energy normalization

The first half treated regular real solutions of the radial Dirac equation (1) in \(V=-Z/r\), in atomic units, with \(E>c^2\) including the rest energy. The symbols carried over are \(p=\sqrt{E^2-c^4}/c\), \(\nu=ZE/(c^2p)\) and \(s=\sqrt{(E+c^2)/(E-c^2)}=(E+c^2)/(cp)\). At every radius,

\[
P=\sqrt s\,a\cos\theta,\qquad Q=-\frac{a}{\sqrt s}\sin\theta ,
\]

and at large radius \(a\to a_\infty\) and \(\theta-pr-\nu\ln(2pr)\to\delta\), both with errors of order \(1/r\), uniformly on closed bounded energy intervals above \(c^2\). The asymptotic amplitudes are \(A=\sqrt s\,a_\infty\) and \(B=a_\infty/\sqrt s\). The remaining task is to find \(a_\infty\) from the condition (2). Subscripts 1 and 2 denote two energies with the same \(\kappa\) and the same potential.

### Lemma 5: the overlap is a boundary term

For \(E_1\ne E_2\),

\[
K_R(E_1,E_2)\equiv\int_0^R(P_1P_2+Q_1Q_2)\,dr=\frac{c\,W(R)}{E_1-E_2},\qquad W=P_1Q_2-Q_1P_2 . \tag{12}
\]

*Proof.* Differentiate \(W\) and insert (1) in each of the four terms:

\[
\begin{aligned}
P_1'Q_2&=-\tfrac\kappa r P_1Q_2+\tfrac1c(E_1-V+c^2)Q_1Q_2,\\
P_1Q_2'&=+\tfrac\kappa r P_1Q_2-\tfrac1c(E_2-V-c^2)P_1P_2,\\
-Q_1'P_2&=-\tfrac\kappa r Q_1P_2+\tfrac1c(E_1-V-c^2)P_1P_2,\\
-Q_1P_2'&=+\tfrac\kappa r Q_1P_2-\tfrac1c(E_2-V+c^2)Q_1Q_2 .
\end{aligned}
\]

In the sum, the terms in \(\kappa\), \(V\) and \(c^2\) cancel, leaving \(W'=(E_1-E_2)(P_1P_2+Q_1Q_2)/c\). Integrate from 0 to \(R\). The lower limit contributes nothing, because \(W=O(r^{2\gamma})\) with \(\gamma>0\). ∎

The overlap up to \(R\) is thus determined by the waves at \(R\). With \(\sigma=\sqrt{s_2/s_1}\), the amplitude-phase form gives

\[
W=a_1a_2\left(\sigma\sin\theta_1\cos\theta_2-\sigma^{-1}\cos\theta_1\sin\theta_2\right).
\]

The product formulas for sine and cosine turn this into

\[
W=a_1a_2\left[\frac{\sigma+\sigma^{-1}}2\sin(\theta_1-\theta_2)+\frac{\sigma-\sigma^{-1}}2\sin(\theta_1+\theta_2)\right]. \tag{13}
\]

The first term will become the delta function. The coefficient of the second vanishes at \(E_1=E_2\), so it remains finite after division by \(E_1-E_2\).

We have shown that the amplitude and the phase offset converge at large radius, that the ratio \(A/B=s\) is fixed by the differential equation, and that the overlap of two solutions up to \(R\) is a boundary term at \(R\). It remains to show that this term tends to a delta function as \(R\to\infty\), and so to find the value of \(a_\infty\) required by (2).
